\section*{Physical and Coupling-Averaged Exchange-Correlation Holes of the Uniform Electron Gas, part 1}

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used throughout ($\hbar=m_e=e^2=1$, lengths in bohr, energies in hartree). $N$ electrons move in a periodic box of volume $V$ with a uniform neutralizing background. The density is $n=N/V=3/(4\pi r_s^3)$, and the spin polarization $\zeta=(n_\uparrow-n_\downarrow)/n$ is held fixed. The Fermi wave vector of the unpolarized gas, $k_F=(3\pi^2 n)^{1/3}$, serves as the unit of inverse length for every $\zeta$. Inserting $n$ gives $k_F=1/(\alpha r_s)$ with $\alpha=(4/9\pi)^{1/3}=0.521062$. The scaled distance is $y=k_F r$.

With all Coulomb interactions multiplied by a coupling constant $\lambda\in[0,1]$, the Hamiltonian is
\begin{equation}
H_\lambda = T+\lambda U,\qquad T=-\frac12\sum_i\nabla_i^2,\qquad
U=\frac{1}{2V}\sum_{\mathbf q\neq0}\frac{4\pi}{q^2}\left(\hat n_{\mathbf q}\hat n_{-\mathbf q}-N\right),
\label{eq:H}
\end{equation}
where $\hat n_{\mathbf q}=\sum_i e^{-i\mathbf q\cdot\mathbf r_i}$. The background cancels the $\mathbf q=0$ term, and $-N$ removes the self-interaction $i=j$. For the ground state $\Psi_\lambda$ the pair distribution is defined by
\begin{equation}
n^2 g_\lambda(r_s;|\mathbf r_1-\mathbf r_2|)=N(N-1)\sum_{\sigma_1\dots\sigma_N}\int d^3r_3\cdots d^3r_N\,|\Psi_\lambda|^2 .
\label{eq:gdef}
\end{equation}
The state is assumed uniform and isotropic for all $\lambda$, so that $g_\lambda$ depends on the distance alone. The physical function is $g=g_{\lambda=1}$, the coupling average at fixed density is $\bar g=\int_0^1 g_\lambda\,d\lambda$, and $n(g-1)$ and $n(\bar g-1)$ are the physical and the coupling-averaged exchange-correlation holes. All numerical values come from the numerical check.

\section*{(a) Scaling}

\emph{Show that $g_\lambda$ at density parameter $r_s$ is the physical pair distribution of a gas at another density, and find which density and which distance.}

\paragraph{Solution.} Put $\mathbf r_i=r_s\mathbf s_i$. The box volume becomes $V=r_s^3\tilde V$ with $\tilde V=4\pi N/3$, which contains no $r_s$. The allowed wave vectors are $\mathbf q=\mathbf Q/r_s$, with $\mathbf Q$ fixed by the scaled box, and $\mathbf q\cdot\mathbf r_i=\mathbf Q\cdot\mathbf s_i$, so $\hat n_{\mathbf q}$ is unchanged. The Laplacian gives $T=r_s^{-2}\tilde T$. In $U$ the factor $1/(Vq^2)$ equals $r_s^{2}/(r_s^3\tilde VQ^2)$, so $U=r_s^{-1}\tilde U$. Neither $\tilde T$ nor $\tilde U$ contains $r_s$ or $\lambda$, and
\begin{equation}
H_\lambda=r_s^{-2}\left[\tilde T+\lambda r_s\,\tilde U\right].
\label{eq:Hscaled}
\end{equation}
An overall factor does not change eigenvectors, so the ground state depends on $\lambda$ and $r_s$ only through $\lambda r_s$: $\Psi_\lambda=r_s^{-3N/2}\Phi(\mathbf s_1,\dots,\mathbf s_N;\lambda r_s)$, with the prefactor keeping $\Phi$ normalized in the scaled box. In Eq.~\eqref{eq:gdef} the right side carries $r_s^{-3N}$ from $|\Psi_\lambda|^2$ and $r_s^{3(N-2)}$ from the volume elements, together $r_s^{-6}$. The left side carries $n^2=(3/4\pi)^2r_s^{-6}$. The powers cancel, and $g_\lambda$ is a function of $s=r/r_s$ and $\lambda r_s$ only. Since $y=k_Fr=s/\alpha$, fixing $s$ is the same as fixing $y$. Writing $g(r_s,y)$ for the physical function,
\begin{equation}
g_\lambda(r_s,y)=g(\lambda r_s,y).
\label{eq:scaling}
\end{equation}
Weak coupling is therefore high density. In unscaled distance the partner gas has $r_s'=\lambda r_s$ and is looked at at the distance $\lambda r$. At $\lambda=0$ Eq.~\eqref{eq:scaling} shows that the noninteracting function $g_x(y)=g(0,y)$, which holds exchange only, does not depend on $r_s$ at fixed $y$.

\section*{(b) The relation between $g$ and $\bar g$}

\emph{A relation of the form $g=1+(1/r_s)^m\,\partial[r_s(\bar g-1)]/\partial r_s$ is sought. Find $m$, state what is held fixed, and give the form that applies at fixed $r$.}

\paragraph{Solution.} Insert Eq.~\eqref{eq:scaling} into the average and substitute $r'=\lambda r_s$, $d\lambda=dr'/r_s$:
\begin{equation}
\bar g(r_s,y)=\int_0^1 g(\lambda r_s,y)\,d\lambda=\frac{1}{r_s}\int_0^{r_s}g(r',y)\,dr' .
\label{eq:avg}
\end{equation}
The averaged function is the running mean of the physical one over all higher densities. After multiplication by $r_s$, the right side depends on $r_s$ only through the upper limit, provided $y$ is held fixed. If $g(r',y)$ is continuous at $r'=r_s$, the fundamental theorem of calculus gives $\partial(r_s\bar g)/\partial r_s=g$. Because $\partial(r_s\cdot1)/\partial r_s=1$, this is the same as
\begin{equation}
g(r_s,y)=1+\left.\frac{\partial[r_s(\bar g-1)]}{\partial r_s}\right|_{y,\zeta}=\left(1+r_s\frac{\partial}{\partial r_s}\right)_{y,\zeta}\bar g .
\label{eq:main}
\end{equation}
Thus $m=0$: the factor $(1/r_s)^0$ is unity and can be dropped. Any other $m$ fails already as $r_s\to0$, where $\bar g$ and $g$ both tend to $g_x(y)$ and the proposed form would read, to leading order, $g_x-1=r_s^{-m}(g_x-1)$. The operator in Eq.~\eqref{eq:main} leaves any function of $y$ alone unchanged, so with $g=g_x+g_c$ and $\bar g=g_x+\bar g_c$ one has $g_c=\partial(r_s\bar g_c)/\partial r_s|_y$.

At fixed $r$, $y=r/(\alpha r_s)$ varies as $\partial y/\partial r_s|_r=-y/r_s$. The chain rule gives
\begin{equation}
\left.\frac{\partial(r_s\bar g)}{\partial r_s}\right|_r=\left.\frac{\partial(r_s\bar g)}{\partial r_s}\right|_y+r_s\,\frac{\partial\bar g}{\partial y}\left(-\frac{y}{r_s}\right)=g-y\frac{\partial\bar g}{\partial y},
\end{equation}
and $y\,\partial_y=r\,\partial_r$ at fixed $r_s$, so that
\begin{equation}
g=\left.\frac{\partial(r_s\bar g)}{\partial r_s}\right|_r+r\frac{\partial\bar g}{\partial r}.
\label{eq:fixedr}
\end{equation}
The fixed-$r$ derivative alone is correct only where $r\,\partial_r\bar g=0$: at contact, at stationary points of $\bar g$, and at infinity.

\section*{(c) Expansions and limits of validity}

\emph{Find how the terms $r_s^p$ and $r_s^p\ln r_s$, and the coefficients of an expansion in powers of $r$, transform. State when Eq.~\eqref{eq:main} must be modified.}

\paragraph{Solution.} By Eq.~\eqref{eq:avg} a term $r_s^p$ at fixed $y$ averages to $r_s^p\int_0^1\lambda^pd\lambda=r_s^p/(p+1)$, which needs $p>-1$ for convergence at $\lambda=0$. For the logarithm, $\ln(\lambda r_s)=\ln\lambda+\ln r_s$, and integration by parts gives $\int_0^1\lambda^p\ln\lambda\,d\lambda=-\int_0^1\lambda^{p}d\lambda/(p+1)=-1/(p+1)^2$. Hence
\begin{equation}
r_s^p\to\frac{r_s^p}{p+1},\qquad r_s^p\ln r_s\to\frac{r_s^p\ln r_s}{p+1}-\frac{r_s^p}{(p+1)^2}.
\label{eq:terms}
\end{equation}
The program tests these rules symbolically for $p=1,2,-\tfrac12$ and for $r_s^2\ln r_s$.

Let $g=\sum_m g_m r^m$ and $\bar g=\sum_m\bar g_m r^m$ near $r=0$. With $r=\alpha r_s y$ the coefficient of $y^m$ is $g_m(\alpha r_s)^m$, and Eq.~\eqref{eq:main} applies to each power of $y$ separately. Cancelling $\alpha^m$,
\begin{equation}
g_m=r_s^{-m}\frac{d}{dr_s}\left(r_s^{m+1}\bar g_m\right).
\label{eq:coef}
\end{equation}
A quantity of dimension (length)$^{-m}$ thus carries $r_s^{-m}$ in front of the derivative, and $g$ itself, being dimensionless, carries $r_s^0$.

The proof in (a) used three facts: $T$ is homogeneous of degree $-2$, $U$ is homogeneous of degree $-1$, and $r_s$ is the only length. It did not use the dimension of space. If the interaction is $r^{-\beta}$ with $\beta<2$, the bracket in Eq.~\eqref{eq:Hscaled} contains $\lambda\rho$ with $\rho=r_s^{2-\beta}$. The argument of (b) gives $g=(1+\rho\,\partial_\rho)\bar g$, and $\rho\,\partial_\rho=(2-\beta)^{-1}r_s\partial_{r_s}$. For a screened interaction $e^{-\mu r}/r$ the scaled operator $\tilde U$ depends on $\mu r_s$, which must then be held fixed in the derivative. At temperature $\tau$ the statistical weight contains $H_\lambda/\tau=[\tilde T+\lambda r_s\tilde U]/(\tau r_s^2)$, so the derivative is taken at fixed $\tau r_s^2$, that is at fixed ratio of temperature to Fermi energy. If the ground state changes discontinuously at some $r_s^*$, Eq.~\eqref{eq:avg} still holds, $\bar g$ is continuous with a kink, and Eq.~\eqref{eq:main} holds on either side but not at $r_s^*$. A crystalline state requires $g$ to be averaged over position and direction first. For an inhomogeneous system, with the external potential adjusted to keep the density fixed for all $\lambda$, the partner has the uniformly scaled density $\lambda^{-3}n(\mathbf r/\lambda)$, the same profile with every length multiplied by $\lambda$. The derivative must then be taken along this family, with all lengths of the profile fixed in units of $r_s$; varying a local $r_s$ alone at fixed physical lengths does not suffice.

\section*{(d) Structure factor and energy}

\emph{Derive the corresponding relations for the static structure factor $S(q)=\langle\hat n_{\mathbf q}\hat n_{-\mathbf q}\rangle/N$ and for the potential energy of exchange and correlation per electron.}

\paragraph{Solution.} In $\hat n_{\mathbf q}\hat n_{-\mathbf q}=\sum_{ij}e^{-i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}$ the terms $i=j$ give $N$. The terms $i\neq j$ give $\int\!\!\int n^2g\,e^{-i\mathbf q\cdot(\mathbf r_1-\mathbf r_2)}=Vn^2\int g\,e^{-i\mathbf q\cdot\mathbf r}d^3r$. A constant has no Fourier component at $\mathbf q\neq0$, so $g$ may be replaced by $g-1$:
\begin{equation}
S_\lambda(q)-1=n\int(g_\lambda-1)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r=\frac{1}{3\pi^2}\int(g_\lambda-1)\,e^{-i(\mathbf q/k_F)\cdot\mathbf y}\,d^3y .
\label{eq:Sdef}
\end{equation}
The second form uses $n\,d^3r=(k_F^3/3\pi^2)\,d^3y/k_F^3$. At fixed $q/k_F$ the kernel contains no $r_s$, so the operator $\partial_{r_s}r_s$ passes under the integral, and Eq.~\eqref{eq:main} gives
\begin{equation}
S=\left.\frac{\partial(r_s\bar S)}{\partial r_s}\right|_{q/k_F},\qquad
\left.\frac{\partial(r_s\bar S)}{\partial r_s}\right|_{q}=S+q\frac{\partial\bar S}{\partial q}.
\label{eq:Srel}
\end{equation}
The second equation follows from the chain rule as in (b), now with $q/k_F=\alpha r_sq$ growing in proportion to $r_s$, which reverses the sign of the extra term.

The Hellmann--Feynman theorem gives $dE_\lambda/d\lambda=\langle U\rangle_\lambda$. From Eq.~\eqref{eq:H}, with $V^{-1}\sum_{\mathbf q}\to\int d^3q/(2\pi)^3=\int q^2dq/2\pi^2$,
\begin{equation}
W_\lambda\equiv\frac{\langle U\rangle_\lambda}{N}=\frac12\int\frac{q^2dq}{2\pi^2}\frac{4\pi}{q^2}(S_\lambda-1)=\frac1\pi\int_0^\infty(S_\lambda-1)\,dq .
\label{eq:Wq}
\end{equation}
Inserting Eq.~\eqref{eq:Sdef} and using that $4\pi/q^2$ is the transform of $1/r$,
\begin{equation}
W_\lambda=\frac n2\int\frac{g_\lambda-1}{r}d^3r=2\pi n\int_0^\infty r(g_\lambda-1)\,dr=\frac{2k_F}{3\pi}\int_0^\infty y\,(g_\lambda-1)\,dy .
\label{eq:Wr}
\end{equation}
Define $\varepsilon_{xc}=(E_1-E_0)/N=\int_0^1W_\lambda d\lambda$ and $W_{xc}=W_1$. Then $\varepsilon_{xc}$ is Eq.~\eqref{eq:Wr} with $\bar g$, and $W_{xc}$ is Eq.~\eqref{eq:Wr} with $g$. Since $k_F\propto1/r_s$, the products $r_s\varepsilon_{xc}$ and $r_sW_{xc}$ are the same $r_s$-independent linear functional of $\bar g-1$ and $g-1$. Equation~\eqref{eq:main} then gives $r_sW_{xc}=d(r_s\cdot r_s\varepsilon_{xc})/dr_s$, or
\begin{equation}
W_{xc}=\frac1{r_s}\frac{d(r_s^2\varepsilon_{xc})}{dr_s}=2\varepsilon_{xc}+r_s\frac{d\varepsilon_{xc}}{dr_s}.
\label{eq:W}
\end{equation}
This is the case $m=1$ of the rule in (c). Exchange, $\varepsilon_x\propto1/r_s$, is mapped onto itself, so Eq.~\eqref{eq:W} holds for the correlation parts $W_c$ and $\varepsilon_c$ separately. The difference $t_c=\varepsilon_c-W_c=-d(r_s\varepsilon_c)/dr_s$ is the kinetic energy of correlation: the averaged hole gives, through a purely electrostatic integral, an energy that includes it.

\section*{(e) The on-top value}

\emph{Relate $g(0)$ and $\bar g(0)$, and find $\bar g(0)$ at high and at low density.}

\paragraph{Solution.} At $y=0$ fixed $y$ and fixed $r$ coincide. Writing $g(0;r_s)$ where the density matters,
\begin{equation}
g(0)=\bar g(0)+r_s\frac{d\bar g(0)}{dr_s},\qquad \bar g(0)=\frac1{r_s}\int_0^{r_s}g(0;r')\,dr' .
\label{eq:ontop}
\end{equation}
Antisymmetry makes $\Psi$ vanish when two electrons of equal spin meet, so only the $\uparrow\downarrow$ and $\downarrow\uparrow$ terms of Eq.~\eqref{eq:gdef} survive at contact: $n^2g(0)=2n_\uparrow n_\downarrow g_{\uparrow\downarrow}(0)$. With $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$ this is $g(0)=\tfrac12(1-\zeta^2)g_{\uparrow\downarrow}(0)$. At $\lambda=0$ the two spin species are independent, $g_{\uparrow\downarrow}=1$, and $g_x(0)=(1-\zeta^2)/2$.

If the high-density expansion begins as $g(0)=g_x(0)(1-ar_s+br_s^2+\dots)$, Eq.~\eqref{eq:terms} gives
\begin{equation}
\bar g(0)=g_x(0)\left(1-\tfrac12ar_s+\tfrac13br_s^2+\dots\right).
\label{eq:hd}
\end{equation}
A term $r_s^2\ln r_s$, if present, transforms by the second rule of Eq.~\eqref{eq:terms} and leaves the halving of the linear term intact. Wherever $g(0;r')$ decreases over $0<r'<r_s$, its mean exceeds its final value, so $\bar g(0)>g(0)$: the averaged hole is shallower at its centre.

At low density, suppose $A=\int_0^\infty g(0;r')\,dr'$ converges, which holds if $g(0)$ falls as $r_s^{-p}$ with $p>1$ or faster. Then
\begin{equation}
\bar g(0)\to A/r_s ,
\label{eq:ld}
\end{equation}
however fast $g(0)$ vanishes, because the interval $\lambda\lesssim1/r_s$ of nearly free electrons always contributes. The term $A/r_s$ is annihilated by $1+r_s\partial_{r_s}$, so $g(0)$ is fixed by the small remainder $\bar g(0)-A/r_s$. A fitted $\bar g(0)$ with small relative error can therefore give a $g(0)$ with large relative error at large $r_s$.

\section*{(f) The cusp}

\emph{Derive the slope of $g_\lambda$ at contact. Express the slope $\bar g\,'(0)=\partial_r\bar g|_{r=0}$ through $\bar g(0)$ alone, find the limits of $H=\bar g\,'(0)/\bar g(0)$ for $|\zeta|<1$, and give the large-$q$ tails of $S$ and $\bar S$.}

\paragraph{Solution.} For electrons 1 and 2 let $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. Then $-\tfrac12(\nabla_1^2+\nabla_2^2)=-\nabla_{\mathbf r}^2-\tfrac14\nabla_{\mathbf R}^2$. With all other coordinates fixed away from the pair, the only singular potential is $\lambda/r$. Expand $\Psi=\Psi_0+r\sum_{lm}c_{lm}Y_{lm}(\hat{\mathbf r})+O(r^2)$. The Laplacian acts as $\nabla^2(rY_{lm})=[2-l(l+1)]Y_{lm}/r$, where the 2 comes from $r^{-2}\partial_r(r^2\partial_rr)=2/r$. All other terms of the Schr\"odinger equation are finite at $r=0$, so the $1/r$ terms must cancel:
\begin{equation}
-\sum_{lm}[2-l(l+1)]c_{lm}Y_{lm}+\lambda\Psi_0=0 .
\end{equation}
For $l=0$ this fixes $c_{00}Y_{00}=\lambda\Psi_0/2$, for $l=1$ it leaves $c_{1m}$ free, and for $l\ge2$ it forces $c_{lm}=0$. Hence $\Psi=\Psi_0(1+\lambda r/2)+\mathbf w\cdot\mathbf r+O(r^2)$ and $|\Psi|^2=|\Psi_0|^2(1+\lambda r)+2\,\mathrm{Re}(\Psi_0^*\mathbf w)\cdot\mathbf r+O(r^2)$. The term linear in $\mathbf r$ vanishes on averaging over directions. For parallel spins $\Psi_0=0$ and the contribution starts at $r^2$. Integrating over the remaining coordinates gives the Kimball cusp condition at coupling $\lambda$,
\begin{equation}
g_\lambda'(0)=\lambda\,g_\lambda(0),
\label{eq:cusp}
\end{equation}
with the slope in inverse bohr. Averaging, and substituting $r'=\lambda r_s$,
\begin{equation}
\bar g\,'(0)=\int_0^1\lambda\,g_\lambda(0)\,d\lambda=\frac1{r_s^2}\int_0^{r_s}r'g(0;r')\,dr' .
\label{eq:cuspbar}
\end{equation}
Differentiating $r_s^2\bar g\,'(0)$ returns $g'(0)=r_s^{-1}d[r_s^2\bar g\,'(0)]/dr_s$, the case $m=1$ of Eq.~\eqref{eq:coef}. Now replace $g(0;r')$ by $d[r'\bar g(0;r')]/dr'$ and integrate by parts: $\int_0^{r_s}r'\,d(r'\bar g)=r_s^2\bar g(0;r_s)-\int_0^{r_s}r'\bar g(0;r')\,dr'$, the lower boundary term being zero. Therefore
\begin{equation}
\bar g\,'(0)=\bar g(0)-\frac{1}{r_s^2}\int_0^{r_s}r'\,\bar g(0;r')\,dr' .
\label{eq:cuspbar2}
\end{equation}
The averaged hole has a cusp, but its slope is not $\bar g(0)$. The subtracted term is positive and involves all higher densities.

The ratio $H=\int_0^1\lambda g_\lambda(0)d\lambda/\int_0^1g_\lambda(0)d\lambda$ is the mean of $\lambda$ with the non-negative weight $g_\lambda(0)$. Pairing the points $\lambda=\tfrac12\pm t$,
\begin{equation}
\int_0^1(\lambda-\tfrac12)g_\lambda(0)\,d\lambda=\int_0^{1/2}t\left[g_{1/2+t}(0)-g_{1/2-t}(0)\right]dt,
\end{equation}
so $H\le\tfrac12$ whenever $g(0)$ does not increase with $r_s$. At high density the numerator is $g_x(0)(\tfrac12-\tfrac13ar_s)$ and the denominator $g_x(0)(1-\tfrac12ar_s)$; expanding the quotient, $\tfrac12+\tfrac14ar_s-\tfrac13ar_s$, gives
\begin{equation}
H=\tfrac12-\tfrac1{12}ar_s+\dots
\label{eq:Hhd}
\end{equation}
At low density, if $B=\int_0^\infty r'g(0;r')\,dr'$ converges, which holds if $g(0)$ falls as $r_s^{-p}$ with $p>2$ or faster, then $\bar g\,'(0)\to B/r_s^2$ and $H\to(B/A)/r_s$. The physical ratio is 1 at every density. For $|\zeta|=1$ both the on-top value and the slope vanish, and the leading coefficient is $g_2$, which transforms by Eq.~\eqref{eq:coef} with $m=2$.

The large-$q$ behaviour of Eq.~\eqref{eq:Sdef} is set by the leading term of $g$ that is not smooth at $\mathbf r=0$, namely $g'(0)\,r$; even powers of $r$ are polynomials in the Cartesian components and are smooth. From $\nabla^2r=2/r$, the transform $f(q)$ of $r$ obeys $-q^2f=2\cdot4\pi/q^2$, so $f=-8\pi/q^4$. The next odd power, with $\nabla^2r^3=12r$, contributes at order $q^{-6}$. Thus
\begin{equation}
S-1\to-\frac{8\pi n\,g'(0)}{q^4},\qquad \bar S-1\to-\frac{8\pi n\,\bar g\,'(0)}{q^4}.
\label{eq:tail}
\end{equation}

The scaling law has given the relation between $g$ and $\bar g$, with $m=0$ and the derivative taken at fixed $y$ and $\zeta$, and its consequences for the structure factor, the energy, the on-top value and the cusp. It remains to test these results on a two-electron problem on a 3-sphere, in the random-phase approximation and in the Overhauser model.
